**Potential step of a dipole layer in a dielectric**

The program tests the step 4πNμ/ε in Hartree atomic units, where N is the number of dipoles per area, μ the normal source moment of each and ε the permittivity of the material around them. The formula requires zero mean displacement outside the layer and all dipole charge inside that material. A finite-volume Poisson solution asserts the step for three charge separations and three pairs of outer permittivities, and asserts that the total moment is the source moment divided by ε. A further case, with one charge sheet in the neighbouring material, asserts the general integral and the failure of the simple formula. An explicit sum over a square lattice of point dipoles asserts the factor 4π and the size of the leading lateral variation. An SI evaluation checks the unit conversion. For 1e14 dipoles per square centimetre, 1 debye and ε = 2.5, the output shows a step of 0.1507 V.

## Numerical verification

```python
"""
Result under test: a planar layer of N dipoles per area, each with source
moment mu along +z, embedded in material of permittivity eps, raises the
laterally averaged potential on the +z side by
    step = 4 pi N mu / eps      (Hartree atomic units),
provided that the mean displacement vanishes outside the layer and that all
dipole charge lies inside the material of permittivity eps.
Symbols: sigma = charge per area of one sheet, separation = distance between
the negative and positive sheets, spacing = N**(-1/2) for a square lattice.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

bohr = const.physical_constants["Bohr radius"][0]
volt_per_au = const.physical_constants["atomic unit of electric potential"][0]
dipole_au = const.physical_constants["atomic unit of electric dipole mom."][0]
debye = 1e-21 / const.c                       # in coulomb metre

density_cm2 = 1e14
moment_debye = 1.0
eps_layer = 2.5
density_si = density_cm2 * 1e4
density = density_si * bohr**2
moment = moment_debye * debye / dipole_au


def step_formula(eps):
    return 4 * np.pi * density * moment / eps


def solve_poisson(z_minus, z_plus, eps_left, eps_right):
    """Finite-volume solution for two smooth, opposite charge sheets.

    The layer of permittivity eps_layer fills |z| < 6 bohr.
    Returns the potential step and the total moment per area, which is the
    source moment plus the moment induced in the dielectric.
    """
    z = np.linspace(-20.0, 20.0, 4001)
    h = z[1] - z[0]
    middle = 0.5 * (z[1:] + z[:-1])
    eps = np.where(middle < -6, eps_left,
                   np.where(middle > 6, eps_right, eps_layer))
    sigma = density * moment / (z_plus - z_minus)
    width = 0.2

    def sheet(center):
        return (np.exp(-0.5 * ((z - center) / width)**2)
                / (width * np.sqrt(2 * np.pi)))

    rho = sigma * (sheet(z_plus) - sheet(z_minus))
    # Potential fixed at the left end, zero displacement at the right end.
    unknowns = len(z) - 1
    bands = np.zeros((3, unknowns))
    bands[1] = eps
    bands[1, :-1] += eps[1:]
    bands[0, 1:] = -eps[1:]
    bands[2, :-1] = -eps[1:]
    potential = np.zeros(len(z))
    potential[1:] = solve_banded((1, 1), bands, 4 * np.pi * rho[1:] * h**2)
    field = -np.diff(potential) / h
    induced = np.sum((eps - 1) * field) * h / (4 * np.pi)
    source = np.sum(rho * z) * h
    return potential[-1] - potential[0], source + induced


def lattice_potential(height, x0, y0):
    """Potential of unit point dipoles on a unit square lattice, in vacuum.

    Explicit sums over discs of two radii; the leading 1/radius edge term
    is removed by extrapolation.
    """
    radius = 300
    index = np.arange(-2 * radius - 1, 2 * radius + 2)
    r2 = (index[:, None] - x0)**2 + (index[None, :] - y0)**2
    terms = height / (r2 + height**2)**1.5
    small = terms[r2 <= radius**2].sum()
    large = terms[r2 <= (2 * radius)**2].sum()
    return 2 * large - small


# The step must not depend on sheet separation or on the outer materials.
step = step_formula(eps_layer)
numeric_steps = []
for half_separation in (1.5, 3.0, 4.5):
    for eps_left, eps_right in ((1.0, 1.0), (4.0, 12.0), (12.0, 4.0)):
        value, total = solve_poisson(-half_separation, half_separation,
                                     eps_left, eps_right)
        numeric_steps.append(value)
        assert abs(value / step - 1) < 1e-6
        # The medium reduces the total moment to the source moment / eps.
        assert abs(total / (density * moment / eps_layer) - 1) < 1e-6
        assert abs(4 * np.pi * total / value - 1) < 1e-6
total_moment_debye = total / density * dipole_au / debye

# Positive sheet moved into the right-hand material: simple formula fails.
eps_neighbour = 4.0
straddle, _ = solve_poisson(-3.0, 9.0, 12.0, eps_neighbour)
sigma_straddle = density * moment / 12.0
straddle_formula = 4 * np.pi * sigma_straddle * (9 / eps_layer
                                                 + 3 / eps_neighbour)
assert abs(straddle / straddle_formula - 1) < 1e-6
assert abs(straddle / step - 1) > 0.05

# Explicit lattice of point dipoles: far step and lateral harmonics.
lattice_step = lattice_potential(3.0, 0, 0) - lattice_potential(-3.0, 0, 0)
assert abs(lattice_step / (4 * np.pi) - 1) < 2e-5
atop = lattice_potential(1.0, 0, 0) / (2 * np.pi) - 1
hollow = lattice_potential(1.0, 0.5, 0.5) / (2 * np.pi) - 1
first_harmonic = 4 * np.exp(-2 * np.pi)
# The next harmonics are smaller by exp(-2 pi (sqrt(2) - 1)), about 0.07.
assert abs(atop / first_harmonic - 1) < 0.1
assert abs(hollow / -first_harmonic - 1) < 0.1
assert max(abs(atop), abs(hollow)) < 0.01

# Unit check: SI evaluation against the converted atomic-unit result.
step_si = density_si * moment_debye * debye / (const.epsilon_0 * eps_layer)
assert abs(step * volt_per_au / step_si - 1) < 1e-6
assert abs(step_si - 0.15) < 0.005

separation = 6.0
charge = moment / separation
sigma = density * charge
field_inside = -4 * np.pi * sigma / eps_layer
spacing = density**-0.5

print(f"dipole density, input: {density_cm2:.1e} cm^-2")
print(f"normal source moment, input: {moment_debye:.1f} debye")
print(f"layer permittivity, input: {eps_layer:.1f}")
print(f"Bohr radius: {bohr * 100:.6e} cm")
print(f"one debye: {debye / dipole_au:.6f} e bohr")
print(f"one atomic unit of potential: {volt_per_au:.5f} V")
print(f"dipole density: {density:.6e} bohr^-2")
print(f"moment per area: {density * moment:.6e} e/bohr")
print(f"step without dielectric: {step_formula(1.0):.6f} hartree/e")
print(f"step with eps = 2.5: {step:.6f} hartree/e")
print(f"step with eps = 2.5: {step * volt_per_au:.4f} V")
for eps in (1.0, 4.0):
    print(f"step with eps = {eps:.1f}: "
          f"{step_formula(eps) * volt_per_au:.4f} V")
print(f"step from SI formula: {step_si:.4f} V")
print(f"Poisson steps, lowest: {min(numeric_steps):.6f} hartree/e")
print(f"Poisson steps, highest: {max(numeric_steps):.6f} hartree/e")
print(f"total moment including medium: {total_moment_debye:.4f} debye")
print(f"illustrative sheet separation: {separation:.1f} bohr")
print(f"charge per dipole end: {charge:.5f} e")
print(f"sheet charge density: {sigma:.5e} e/bohr^2")
print(f"field between sheets: {field_inside:.5e} hartree/(e bohr)")
print("straddling case: 9 bohr in eps = 2.5, "
      f"3 bohr in eps = {eps_neighbour:.1f}")
print(f"straddling step, Poisson: {straddle:.6f} hartree/e")
print(f"straddling step, Poisson: {straddle * volt_per_au:.4f} V")
print(f"square-lattice spacing: {spacing:.3f} bohr")
print(f"lattice-sum step / (N mu): {lattice_step:.5f}")
print(f"4 pi: {4 * np.pi:.5f}")
print(f"leading harmonic at one spacing: {100 * first_harmonic:.3f} %")
print(f"deviation above a dipole at one spacing: {100 * atop:.3f} %")
print(f"deviation above a cell centre there: {100 * hollow:.3f} %")
print("all tests passed")
```

Printed output:

```
dipole density, input: 1.0e+14 cm^-2
normal source moment, input: 1.0 debye
layer permittivity, input: 2.5
Bohr radius: 5.291772e-09 cm
one debye: 0.393430 e bohr
one atomic unit of potential: 27.21139 V
dipole density: 2.800285e-03 bohr^-2
moment per area: 1.101717e-03 e/bohr
step without dielectric: 0.013845 hartree/e
step with eps = 2.5: 0.005538 hartree/e
step with eps = 2.5: 0.1507 V
step with eps = 1.0: 0.3767 V
step with eps = 4.0: 0.0942 V
step from SI formula: 0.1507 V
Poisson steps, lowest: 0.005538 hartree/e
Poisson steps, highest: 0.005538 hartree/e
total moment including medium: 0.4000 debye
illustrative sheet separation: 6.0 bohr
charge per dipole end: 0.06557 e
sheet charge density: 1.83619e-04 e/bohr^2
field between sheets: -9.22972e-04 hartree/(e bohr)
straddling case: 9 bohr in eps = 2.5, 3 bohr in eps = 4.0
straddling step, Poisson: 0.005019 hartree/e
straddling step, Poisson: 0.1366 V
square-lattice spacing: 18.897 bohr
lattice-sum step / (N mu): 12.56637
4 pi: 12.56637
leading harmonic at one spacing: 0.747 %
deviation above a dipole at one spacing: 0.804 %
deviation above a cell centre there: -0.691 %
all tests passed
```
